# Which truncated BSE transition spaces are independent of degenerate-band rotations?

## Question

I solve the Bethe-Salpeter equation (BSE) for excitons on a regular k mesh. To define the transition space I fix the number of valence and conduction bands, the same at every k point. I took this to be a complete definition: the same bands, the same mesh and the same interaction should give the same excitons.

In one crystal, however, the last conduction band I keep touches the next one at some high-symmetry points. Two diagonalization routines return different, equally valid eigenvectors there, and my exciton results differ. In one run the absorption even distinguishes $x$ from $y$, although the crystal has a fourfold axis. A colleague tells me to select transitions by energy instead. Is a fixed number of bands wrong in principle, what exactly depends on the eigenvectors, and does an energy cutoff really cure it?

## Answer

A band count defines a transition space only if it also defines a subspace at every sampled k point. Where the last kept band is degenerate with the first dropped one, "the lowest $N$ bands" does not name a subspace, and the eigenvectors you happen to receive complete the definition. An energy cutoff repairs this on a condition: it must lie in a gap of the sampled transition energies, not on a level.

### What a truncation does

I use the Tamm-Dancoff approximation, a static interaction, singlet excitons with zero total momentum, and atomic units in the algebra. A transition $|vc\mathbf k\rangle$ takes an electron from valence state $v$ to conduction state $c$. The Hamiltonian $H$ contains $\varepsilon_c-\varepsilon_v$ on its diagonal, minus the direct attraction, plus twice the exchange. Truncation replaces $H$ by $PHP$, diagonalized within the range of

$$P=\sum_{\rm kept}|vc\mathbf k\rangle\langle vc\mathbf k| .$$

Everything therefore hangs on whether $P$ depends on the eigenvector choice. Take a degenerate conduction level and new vectors $|c'\rangle=\sum_c|c\rangle U_{cc'}$ with $U$ unitary. If the whole level is kept,

$$\sum_{c'}|c'\rangle\langle c'|=\sum_{c_1c_2}|c_1\rangle (UU^\dagger)_{c_1c_2}\langle c_2|=\sum_c|c\rangle\langle c| ,$$

so $P$ is unchanged. The band-energy part of $H$ is a multiple of the identity within the level, and the interaction and dipole matrix elements are built from the same orbitals, so they merely change basis. Exciton energies and optical response stay the same. If the whole level is dropped, nothing in $P$ refers to it. The same reasoning holds for a degenerate valence level. The argument takes the interaction and the band energies as given; if they come from band sums truncated by a count, as a computed screening does, those sums must also keep or drop whole multiplets.

If one vector $n$ of a doublet is kept, $P$ contains $|n\rangle\langle n|$, which does change with $n$. The two choices are two different variational spaces, not two descriptions of one space.

### A lattice where this can be followed

Consider a square lattice with one $s$ orbital and $p_x,p_y$ orbitals per site, the lowest band being filled. With $\mathbf k$ in units of the inverse lattice constant, the Bloch Hamiltonian has the elements

$$H_{ss}=2t_s(\cos k_x+\cos k_y),\qquad H_{xx}=E_p+2t_\sigma\cos k_x+2t_\pi\cos k_y,$$

$$H_{xy}=4t_d\sin k_x\sin k_y,\qquad H_{sx}=2it_{sp}\sin k_x,$$

with $H_{yy}$ and $H_{sy}$ obtained by exchanging $x$ and $y$. The parameters are round numbers, not those of a material: $E_p=5$, $t_s=-0.10$, $t_\sigma=0.15$, $t_\pi=-0.05$, $t_d=0.10$ and $t_{sp}=0.20$ eV.

At $\Gamma=(0,0)$ and $M=(\pi,\pi)$ all sines vanish and $H_{xx}=H_{yy}$, so the conduction states form a $p$ doublet. The transition energies there are

$$\Delta_\Gamma=5+0.3-0.1+0.4=5.6\ {\rm eV},\qquad \Delta_M=5-0.3+0.1-0.4=4.4\ {\rm eV}.$$

At all other points of the $8\times8$ mesh the two conduction bands are at least 0.10 eV apart.

The electron-hole attraction is $W_0=3$ eV on the same site and $W_1=0.5$ eV on neighbouring sites, so that $W(\mathbf q)=W_0+2W_1(\cos q_x+\cos q_y)$. The direct term is

$$-\frac{1}{N_k}W(\mathbf k-\mathbf k')\,\langle c\mathbf k|c'\mathbf k'\rangle\langle v'\mathbf k'|v\mathbf k\rangle ,$$

where $N_k$ is the number of k points and the brackets are scalar products of orbital coefficients. An intra-atomic exchange $J=0.2$ eV couples the $s$-$p$ transition densities. Its term in $H$ is $\frac{2J}{N_k}\sum_{a=x,y}\rho_a(vc\mathbf k)\,\rho_a^*(v'c'\mathbf k')$, with $\rho_a=C^*_{p_a c}C_{sv}+C^*_{sc}C_{p_a v}$, where $C$ are the orbital coefficients.

**Can a limit select the vector at $\Gamma$?** It cannot. On the line $k_y=0$, $p_y$ is decoupled, while $p_x$ is pushed up by its coupling to $s$. To second order in $k=k_x$,

$$E_{x}-E_{y}\simeq\left[-(t_\sigma-t_\pi)+\frac{4t_{sp}^2}{\Delta_\Gamma}\right]k^2=(-0.20+0.029)\,k^2\ {\rm eV}<0 .$$

The lower band is thus $p_x$-like when $\Gamma$ is approached along $x$ and, by symmetry, $p_y$-like along $y$. Both vectors contain an $s$ amplitude of size $\eta=2t_{sp}k/\Delta_\Gamma$, so their overlap is $\eta^2$. At $k=0.01$ this is $(0.4\times0.01/5.6)^2=5.1\times10^{-7}$, as found by diagonalization. The limits are orthogonal.

### One cut doublet: the energies can hide the fault

Suppose one vector $n=(\cos\theta,\sin\theta)$ is kept at $\Gamma$, both are kept at $M$, and the lower band is kept elsewhere. Call all retained transitions other than the one at $\Gamma$ the rest, with Hamiltonian $H_r$. The rest has the full symmetry of the square.

Let $i,j$ denote the two transitions $s\to p_x,p_y$ at $\Gamma$. Eliminating the rest at energy $\omega$ gives

$$B_{ij}(\omega)=\langle i|H|j\rangle+\langle i|H(\omega-H_r)^{-1}H|j\rangle ,$$

where the inverse acts in the rest. A rotation by $90^\circ$ requires $B_{xx}=B_{yy}$. The mirror $x\to-x$ changes the sign of $B_{xy}$, which must therefore vanish. Hence $B_{ij}=h_\Gamma(\omega)\delta_{ij}$, and for the kept vector $n^TBn=h_\Gamma(\omega)$, whatever $\theta$ is. The determinant of a block matrix now gives

$$\det(\omega-PHP)=\det(\omega-H_r)\,[\omega-h_\Gamma(\omega)] .$$

This polynomial in $\omega$ does not contain $\theta$, so no exciton energy depends on the arbitrary vector.

The polarized response does. The static polarizability per cell is

$$\chi_{ab}=\frac{4}{N_k}\,d_a^\dagger (PHP)^{-1}d_b ,$$

where $d_a$ is the vector of interband dipoles along $a$, with elements $\langle c\mathbf k|v_a|v\mathbf k\rangle/[i(\varepsilon_c-\varepsilon_v)]$. Here $v_a=a_0\,\partial H/\partial k_a+i[H,X_a]$ is built from the Bloch Hamiltonian, $a_0=4$ Å is the lattice constant, and $X_a$ has a single intra-atomic $s$-$p_a$ element of 1 Å. One factor 2 comes from the singlet spin sum and the other from the two signs of frequency in a static response. To invert, write

$$PHP=\begin{pmatrix}h&k^\dagger\\k&H_r\end{pmatrix},\qquad d_b=\begin{pmatrix}d_{0b}\\d_{rb}\end{pmatrix},$$

where $k$ is now the column coupling the $\Gamma$ transition to the rest. Solving $PHP\,x=d_b$, the lower row gives $x_r=H_r^{-1}(d_{rb}-k x_0)$. Inserting this in the upper row gives

$$s\,x_0=g_b,\qquad s=h-k^\dagger H_r^{-1}k,\qquad g_b=d_{0b}-k^\dagger H_r^{-1}d_{rb}.$$

The scalar product with $d_a$ is then

$$d_a^\dagger x=d_{ra}^\dagger H_r^{-1}d_{rb}+\left(d_{0a}^*-d_{ra}^\dagger H_r^{-1}k\right)x_0=d_{ra}^\dagger H_r^{-1}d_{rb}+\frac{g_a^*g_b}{s}.$$

By the same rotation and mirror, the first term is proportional to $\delta_{ab}$, $s$ is independent of $\theta$, and $g_a=g\,n_a$. Therefore

$$\chi_{ab}=\chi_r\delta_{ab}+b\,n_an_b,\qquad b=\frac{4|g|^2}{N_k s}.$$

For a real kept vector, the response acquires a principal axis along the direction chosen by the diagonalization routine. For a complex vector, $n_an_b$ is replaced by the real part of $n_an_b^*$. With $(1,i)/\sqrt2$ this is isotropic, so a single run with $\chi_{xx}=\chi_{yy}$ does not prove that the space is sound. On the $8\times8$ mesh $\chi_r=0.7753$ and $b=0.0140$ $e^2$Å$^2$/eV. For $\theta=25^\circ$ the formula gives

$$\chi_{xx}=0.7753+0.0140\cos^2 25^\circ=0.7868,\qquad \chi_{xy}=0.0140\sin25^\circ\cos25^\circ=0.0054,$$

in agreement with direct solution. The lowest exciton stays at 3.2586 eV for every angle tried. Comparing exciton energies between two runs is therefore not a sufficient check.

### Two cut doublets: the energies move as well

A count of one conduction band cuts the doublets at both $\Gamma$ and $M$. Let $\varphi$ be the angle between the two kept vectors. The rest now excludes both points and is still symmetric. The transitions at $M$ transform like those at $\Gamma$ under the $90^\circ$ rotation and the mirror $x\to-x$ about a site. The rotation makes the $xx$ and $yy$ couplings between the two points equal, and the mirror reverses the sign of the $xy$ and $yx$ couplings, which must vanish, so the effective coupling between the two doublets is also a multiple of the identity, $t(\omega)\delta_{ij}$. Between the kept vectors it becomes $t(\omega)\,n_\Gamma\cdot n_M=t(\omega)\cos\varphi$. The energies that involve these vectors satisfy

$$[\omega-h_\Gamma(\omega)]\,[\omega-h_M(\omega)]=|t(\omega)|^2\cos^2\varphi .$$

Turning both vectors together leaves the energies unchanged, though the polarized response turns with them; turning one against the other shifts the levels. Both this and the equality of the spectra at $\varphi$ and $180^\circ-\varphi$ were tested. The two lowest excitons are:

| $\varphi$ | $E_1$ (eV) | $E_2$ (eV) |
|---|---|---|
| 0° | 3.2586 | 3.3292 |
| 30° | 3.2620 | 3.3255 |
| 60° | 3.2705 | 3.3166 |
| 90° | 3.2762 | 3.3105 |

The arbitrary angle moves $E_1$ by 0.0176 eV (0.00065 hartree). Cutting the doublets also splits what should be a degenerate pair at every angle in the table; the angle changes the size of the splitting, which is largest at $\varphi=0$, but does not remove it.

### How the error depends on the mesh

The size of the effect can be estimated for a bound exciton. Start from a reference space with both vectors kept at $\Gamma$ and $M$ and the lower band elsewhere. Let its lowest level be a doublet $\Phi_x,\Phi_y$ of energy $E$. Now remove from each point $p=\Gamma,M$ the transition $|m_p\rangle$ to the vector $m_p$ perpendicular to $n_p$. The amplitude of $\Phi_a$ on it is $\alpha_{pa}=A_p(m_p)_a$. A trial state in the smaller space is $\Phi_a'=\Phi_a-\sum_p\alpha_{pa}|m_p\rangle$. Since $(H-E)\Phi_a=0$ in the reference space,

$$\langle\Phi'_a|H-E|\Phi'_b\rangle=\sum_{pq}\alpha_{pa}^*\alpha_{qb}\langle m_p|H-E|m_q\rangle .$$

An exciton of finite size spreads over the zone, so $|A_p|^2$ is of order $1/N_k$. The interaction between two k points is also of order $1/N_k$, so the terms $p\ne q$ are smaller by that factor. The same holds for the relaxation of the other amplitudes, which I neglect. To leading order the shifts are the eigenvalues of

$$\sum_p w_p\,m_pm_p^T,\qquad w_p=|A_p|^2\left(\langle m_p|H|m_p\rangle-E\right).$$

This $2\times2$ matrix has trace $S=w_\Gamma+w_M$ and determinant $w_\Gamma w_M\sin^2\varphi$, since the $m_p$ also enclose the angle $\varphi$. The shifts are

$$\lambda_\pm=\tfrac12\left[S\pm\sqrt{S^2-4w_\Gamma w_M\sin^2\varphi}\right].$$

At $\varphi=0$ the lower one vanishes, so $E=3.2586$ eV. At $90^\circ$ the shifts are, to this order, the two weights themselves. I therefore take the shifts in the table, 0.0176 and 0.0519 eV, as estimates of the weights. For $30^\circ$ the formula then predicts

$$\lambda_-=\tfrac12\left[0.0695-\sqrt{0.0695^2-4(0.0176)(0.0519)(0.25)}\right]\simeq0.0035\ {\rm eV},$$

against 0.0034 eV from the table. To leading order the spread of $E_1$ is the smaller weight, and it should fall as $1/N_k$ on dense meshes:

| Mesh | Spread (eV) | Spread × $N_k$ (eV) |
|---|---|---|
| 4 × 4 | 0.0646 | 1.03 |
| 8 × 8 | 0.0176 | 1.13 |
| 12 × 12 | 0.0080 | 1.15 |
| 24 × 24 | 0.0020 | 1.16 |

The arbitrariness thus fades here because isolated points lose their weight. This estimate does not cover bands that are degenerate along whole lines or planes of the mesh. That case is common in three dimensions: with a fourfold axis and mirror planes containing it, such a doublet persists along the lines parallel to the axis through $\Gamma$ and $M$. An $n\times n\times n$ mesh then cuts a number of doublets proportional to $n$, and for a choice that is uniform along each line the spread falls only as $n/n^3=N_k^{-2/3}$.

A denser mesh does not restore the missing band. With both conduction bands, the lowest exciton on the $8\times8$ mesh lies at 2.387 eV (0.0877 hartree). The one-band value at $\varphi=0$ is higher by $3.259-2.387=0.872$ eV, and it rises to 3.293 eV on the $24\times24$ mesh. Independence of rotations and convergence are separate requirements.

### When a fixed number of bands is valid

The count is sound if, at every sampled k point, a gap separates the kept bands from the dropped ones at both the valence and the conduction end. In the model the only valence band is always kept, so only the conduction end matters. Here are two ways to meet this condition in the model.

The first is to keep both conduction bands. Random unitary mixing of the doublets then changes the energies and polarizabilities by about $10^{-14}$ in their printed units, which is rounding error.

The second is to shift the mesh by half a step along both axes. If the number of points per axis is even, the shifted mesh misses $\Gamma$ and $M$; if it is odd, the shifted mesh contains $M$, one doublet is cut, and the earlier one-cut case returns: the energies do not depend on the kept vector, but the polarized response does. On the shifted $8\times8$ mesh the smallest splitting is 0.13 eV, one band is well defined at each point, and the lowest pair is degenerate again, at 3.299 eV, with $\chi_{xx}=\chi_{yy}$. This removes the ambiguity, but the upper band is still missing.

### What the energy cutoff does, and where it fails

Keep every transition with $\varepsilon_c-\varepsilon_v\le E_{\rm cut}$. Transitions into a degenerate level from the same valence state have equal energies, so they are accepted or rejected together. Symmetry-related k points also have equal transition energies, so the retained space keeps the crystal symmetry, provided that the mesh itself has it.

On the $8\times8$ mesh the highest transition energy is 5.681 eV, and a gap of 0.072 eV lies below it. A cutoff in the middle, at 5.645 eV, keeps 124 of the 128 transitions, including both doublets. Random mixing again changes nothing beyond rounding, and $\chi_{xx}=\chi_{yy}=1.670$ $e^2$Å$^2$/eV. The lowest exciton is at 2.442 eV, still 0.055 eV above the full-space value: this space is well defined but not converged to that accuracy.

Now put the cutoff at 5.600 eV, on the $\Gamma$ level itself, and let a perturbation split that doublet by $2\times10^{-8}$ eV, as numerical noise might. One member falls below the cutoff and the other above. The relative anisotropy $(\chi_{xx}-\chi_{yy})/\bar\chi$, with $\bar\chi$ the mean of the two, becomes $+0.0175$ when the perturbation leaves $p_x$ below the cutoff and $-0.0175$ when it leaves $p_y$. For a kept vector at angle $\theta$ it is $0.0175\cos2\theta$, so at $45^\circ$ it vanishes and the fault shows in $\chi_{xy}$ instead. With the cutoff in the gap, the same perturbation produces an anisotropy of only about $10^{-10}$. An energy criterion can therefore cut a multiplet too.

### What to do in your calculation

1. At every k point, inspect the splitting between the last kept and first dropped band, at both the valence and the conduction end. If it is comparable with the numerical noise, include or drop the whole multiplet, and make the same choice at all symmetry-related k points.
2. If you use an energy cutoff, sort the sampled transition energies and place the cutoff in a gap much wider than the noise. Repeat this when the mesh or the structure changes, because levels can cross a fixed cutoff.
3. Mix the degenerate eigenvectors by a random unitary matrix and solve again. Compare the polarized response as well as the energies, since symmetry can protect the latter.
4. Then enlarge the space until the quantities you need stop changing.

The values quoted here, with further digits, are in the numerical output below.

## Computed values

```
Lattice constant 4.0, s-p dipole length 1.0 angstrom
p level 5.00, s hopping -0.10 eV (s level is zero)
p hopping sigma 0.15, pi -0.05 eV
px-py diagonal parameter 0.10, s-p hopping 0.20 eV
Attraction on-site 3.00, neighbour 0.50 eV
Intra-atomic exchange 0.20 eV
Main mesh 8 x 8, full space 128 transitions
Transition energy at Gamma 5.6000, at M 4.4000 eV
Range of transition energies 4.4000 to 5.6809 eV
Smallest splitting away from Gamma, M: 0.1025 eV
Overlap of lower-band vectors near Gamma, x vs y: 5.1e-07
FULL: lowest exciton 2.38711 eV = 0.087725 Ha
FULL: chi_xx 1.74157, chi_yy 1.74157 e2 A2/eV
FULL: largest change under random mixing 1.5e-14 (eV, e2 A2/eV)
ONE CUT (Gamma only): angle deg, E1 eV, chi_xx, chi_yy, chi_xy e2 A2/eV
    0 3.25861 0.78932 0.77528 0.00000
   25 3.25861 0.78681 0.77779 0.00537
   45 3.25861 0.78230 0.78230 0.00702
   90 3.25861 0.77528 0.78932 0.00000
  formula: chi_rest 0.77528, b 0.01403 e2 A2/eV
TWO CUTS (one band): relative angle deg, E1 eV, E2 eV, chi_xx, chi_yy
    0 3.25861 3.32920 0.78932 0.72823
   30 3.26203 3.32551 0.77749 0.74000
   60 3.27045 3.31657 0.75385 0.76352
   90 3.27623 3.31053 0.74202 0.77528
  spread of E1 0.01761 eV = 0.000647 Ha
MESH: n, E1 at 0 deg eV, spread eV, spread times n^2 eV
    4 3.13111 0.064589 1.0334
    8 3.25861 0.017615 1.1273
   12 3.28040 0.007955 1.1455
   24 3.29295 0.002008 1.1567
CUTOFF: 5.6450 eV in a gap of 0.0717 eV
CUTOFF: 124 transitions kept, E1 2.44206 eV
CUTOFF: chi_xx 1.66982, chi_yy 1.66982 e2 A2/eV
CUTOFF: largest change under mixing 1.4e-14 (eV, e2 A2/eV)
SHIFTED mesh, one band: smallest splitting 0.1255 eV
SHIFTED mesh, one band: E1 3.29913, E2 3.29913 eV
NOISE: Gamma doublet split by 2e-08 eV
NOISE: angle deg, (chi_xx-chi_yy)/mean with cutoff inside, in gap
    0 +0.01754 +1.2e-10
   90 -0.01754 -1.2e-10
```
